Spurious band width of a periodically repeated delta-well defect

A calculation that repeats a defect periodically does not contain one defect. It contains a row of them, and an electron can tunnel from each copy to the next. The single level of the isolated defect then becomes a band, and the energy reported depends on the Bloch wave number at which it is evaluated. In the example worked below, a trap 1 eV deep in a cell 1.5 nm long, the level at zero wave number lies 17 meV too deep. In a cell of 1.0 nm the whole band is 221 meV wide. Repeating the calculation in larger cells would reveal this effect of the cell. A law for the width predicts it in advance, and so tells how large the cell must be to keep this tunnelling error below a chosen size. Other errors of the cell, such as the interaction of a charged defect with its images, need their own estimate.

For delta wells in one dimension, each with binding energy E0 and decay constant κ, the width at large spacing L is

W ≈ 8 E0 exp(−κL).

Here "width" means the full distance from the bottom of the band to its top. The approximation sign means that the ratio of the two sides tends to 1 as κL → ∞. The law is derived twice, first by matching wavefunctions and then by projecting on the isolated orbital.

**The isolated well and the row**

An electron of mass m in one well, V = −gδ(x) with g > 0, obeys

−(ħ²/2m) ψ″ − gδ(x)ψ = Eψ.

Integrating over a vanishing interval around x = 0 removes the term in E, because ψ is finite, and leaves a jump in slope:

ψ′(0+) − ψ′(0−) = −(2mg/ħ²) ψ(0).

A bound state must decay on both sides, so it is proportional to exp(−κ|x|). Its slope jumps by −2κψ(0). Hence

κ = mg/ħ²,  E0 = ħ²κ²/2m,  g = 2E0/κ,

and the single bound level lies at −E0. In the row, wells of the same strength sit at x = nL for all integers n. Bloch's theorem gives ψ(x + L) = exp(ikL) ψ(x). I write

a = κL,  t = exp(−a),  c = cos kL.

**First derivation: matching across one cell**

For a negative energy put E = −ħ²q²/2m with q > 0. Between wells ψ″ = q²ψ, and the solution with given end values is

ψ(x) = ψ(0) [sinh q(L − x) + exp(ikL) sinh qx] / sinh qL.

If ψ(0) were zero, ψ would vanish everywhere, so ψ(0) ≠ 0. The slope just right of the well at the origin is

ψ′(0+) = qψ(0) [exp(ikL) − cosh qL] / sinh qL.

The slope just left of it is exp(−ikL) times the slope at L−:

ψ′(0−) = qψ(0) [cosh qL − exp(−ikL)] / sinh qL.

Their difference must equal −2κψ(0). Since exp(ikL) + exp(−ikL) = 2c,

2q (c − cosh qL) / sinh qL = −2κ,

c = cosh qL − (κ/q) sinh qL.

This condition is exact for the model. To count its solutions, set x = qL and expand the right side in powers of x:

D(x) = cosh x − a sinh x / x = Σ x²ⁿ (2n + 1 − a)/(2n + 1)!,  n = 0, 1, 2, …

The coefficients are negative or zero for small n and positive afterwards. In xD′(x) each coefficient is multiplied by 2n, which keeps its sign. Divide xD′ by the power of x belonging to its last non-positive coefficient. The negative terms then carry non-positive powers and the positive terms positive powers, so the quotient increases with x and has at most one zero. Thus D either rises throughout or falls first and then rises.

Suppose a > 2. Then D(0) = 1 − a lies below −1, and D crosses −1 once and +1 once on its rising part. There is one band wholly below zero energy. Larger c means larger q and lower energy, so the bottom is at k = 0 and the top at k = π/L. If a < 2, D starts above −1, and wave numbers near π/L have no negative-energy solution. The band then reaches positive energy, and its top is no longer a bound level broadened by tunnelling.

To extract the large-spacing limit, let u = q/κ and y = exp(−ua). Multiplying the matching condition by 2y gives

2cy = 1 + y² − (1 − y²)/u,

u = (1 − y²)/(1 − 2cy + y²).

At the two edges this becomes

bottom, c = 1: u = (1 + y)/(1 − y),
top, c = −1: u = (1 − y)/(1 + y) = tanh(ua/2).

It remains to show that y may be replaced by t. At the bottom u > 1, so y < t and u − 1 = 2y/(1 − y) is at most of order t. At the top, tanh(ua/2) − u is negative at u = 1. It is positive at u = 1/2 once tanh(a/4) > 1/2. The root therefore lies between 1/2 and 1, so y < exp(−a/2) and 1 − u = 2y/(1 + y) < 2 exp(−a/2). In both cases a(u − 1) → 0, and

y/t = exp[−a(u − 1)] → 1.

All other states of the band lie between these edges, so the same holds for them. To first order u = 1 + 2ct, and since E = −E0u²,

E(k) ≈ −E0 − 4E0 t cos kL.

The edges lie at −E0 ∓ 4E0t, and their separation is 8E0t.

**How fast the limit is reached**

The second order shows what different choices of k do to the level. From u − 1 ≈ 2ct,

y = t exp[−a(u − 1)] ≈ t − 2act².

Expanding the exact formula for u to second order in y, and then inserting this y, gives

u ≈ 1 + 2cy + (4c² − 2)y²
 ≈ 1 + 2ct + (4c² − 2 − 4ac²)t².

The square of the first-order term adds 4c²t² when u is squared, so

E/E0 ≈ −1 − 4ct − (12c² − 4 − 8ac²)t².

At kL = π/2, where c = 0, the first-order error vanishes and the level is too high by 4E0t². Averaged uniformly over k, c gives 0 and c² gives 1/2. The average level is then too high by (4a − 2)E0t².

For the width itself the second-order terms cancel, because c² = 1 at both edges. The next terms follow from a single function. Put z = y at the bottom and z = −y at the top, and w = t or −t respectively. Both edges then obey

u = (1 + z)/(1 − z),  z = w exp[−2az/(1 − z)],

because u − 1 = 2z/(1 − z). Let H(z) = u². The coefficient of wⁿ in H is a contour integral of H dw/wⁿ⁺¹ around the origin, divided by 2πi. Integrating by parts turns it into 1/n times the integral of H′(z) dz/wⁿ. Since 1/w = exp[−2az/(1 − z)]/z, the coefficient is

hₙ = (1/n) × coefficient of zⁿ⁻¹ in H′(z) exp[−bz/(1 − z)],  b = 2an.

The two factors have the expansions

H′ = 4(1 + z)/(1 − z)³ = 4(1 + 4z + 9z² + 16z³ + 25z⁴ + …),

exp[−bz/(1 − z)] = 1 − bz + (b²/2 − b)z² + (−b³/6 + b² − b)z³ + (b⁴/24 − b³/2 + 3b²/2 − b)z⁴ + …

Collecting powers gives

h₃ = (4/3)(9 − 5b + b²/2) with b = 6a,
h₅ = (4/5)(25 − 30b + 10b² − 7b³/6 + b⁴/24) with b = 10a.

Odd powers double in the difference between the edges and even powers cancel. Also h₁ = 4. Therefore

W = 8E0t [1 + C₁t² + C₂t⁴ + …],

C₁ = h₃/4 = 6a² − 10a + 3,
C₂ = h₅/4 = (250a⁴ − 700a³ + 600a² − 180a + 15)/3.

The powers of a arise because a shift in energy also changes the decay constant, and that change acts over the whole distance L.

**Second derivation: projection on one orbital**

The second route does not solve for the wavefunction between wells. Let φ₀ = √κ exp(−κ|x|) be the normalized orbital of the well at the origin, and φₙ the same orbital centred at nL. Write the Hamiltonian as kinetic energy plus the well at the origin plus all other wells Vⱼ, and take the scalar product of φ₀ with Hψ = Eψ. The first two parts may act to the left, because φ₀ decays and the Bloch state is bounded, so no boundary term survives. They give −E0⟨φ₀|ψ⟩. Thus

(E + E0)⟨φ₀|ψ⟩ = Σ ⟨φ₀|Vⱼ|ψ⟩,  j ≠ 0.

Each delta function evaluates the integrand at jL, where φ₀ = √κ t^|j| and ψ = exp(ijkL) ψ(0):

(E + E0)⟨φ₀|ψ⟩ = −g√κ ψ(0) Σ t^|j| exp(ijkL),  j ≠ 0.

So far nothing has been approximated. The sum is 2ct plus terms of order t². Because the right side is already small, ψ is needed only to zeroth order. Near the origin the state resembles φ₀, so ψ(0) ≈ √κ and ⟨φ₀|ψ⟩ ≈ 1. With gκ = 2E0,

E + E0 ≈ −gκ · 2ct = −4E0 t cos kL.

This is the earlier band, again of width 8E0t. The factor 8 can now be read off. The coupling to one neighbour is −2E0t, two neighbours contribute, and the cosine runs from −1 to 1, giving 2 × 2 × 2.

**What each derivation assumes**

The matching argument assumes wells of zero range in one dimension. In return it gives an exact equation, a proof that the limit holds, the threshold a = 2 and the correction terms. The projection argument assumes that the state near each well is close to the isolated orbital. It supplies no proof of that, but it uses the delta shape only to evaluate the integrals.

The difference shows at second order. Take the sum of unchanged orbitals, ψ = Σ exp(inkL) φₙ. Neighbouring orbitals overlap by

⟨φ₀|φ₁⟩ = κL exp(−κL) + exp(−κL) = (1 + a)t,

where the first term comes from between the centres and the second from the two outer tails. Then ψ(0) ≈ √κ(1 + 2ct) and ⟨φ₀|ψ⟩ ≈ 1 + 2c(1 + a)t, so their ratio is √κ(1 − 2act). The sum over wells is 2ct + 2(2c² − 1)t² to this order. The projection formula gives

E/E0 ≈ −1 − 4ct − (8c² − 4 − 8ac²)t².

The exact coefficient has 12c² in place of 8c². The missing 4c² is the relaxation of the orbital. In the row each orbital decays with q, not κ, and the overlap of φ₀ with exp(−q|x|) is 2√κ/(κ + q) ≈ (1 − ct)/√κ. Dividing by this multiplies the energy shift −4ct by 1 + ct and supplies −4c²t².

The projection argument extends directly to a symmetric well of finite range. Let its normalized orbital be A exp(−κ|x|) outside the well. The coupling is the integral of f V₁φ₁ over the neighbouring well, with f = A exp(−κx). There V₁φ₁ = (ħ²/2m)(φ₁″ − κ²φ₁), while f″ = κ²f. The integrand is therefore (ħ²/2m) times the derivative of fφ₁′ − f′φ₁. This bracket vanishes at the far edge, where φ₁ and f decay alike, and equals 2κA²t at the near edge. The coupling is −2E0(A²/κ)t, and the width becomes

W ≈ 8E0 (A²/κ) exp(−κL).

For a square well of width s the inner function is B cos px, with θ = ps/2. Matching slopes gives p tan θ = κ, or θ tan θ = κs/2. Continuity gives A exp(−κs/2) = B cos θ. The norm is B²[s/2 + sin θ cos θ/p + cos²θ/κ]. Since 1/p = tan θ/κ, the last two terms add to 1/κ, so

A²/κ = exp(κs) cos²θ/(1 + κs/2).

The exponent stays the same and the prefactor changes. For a delta well A² = κ and the factor is 1.

Dimension matters too. For zero-range wells on a cubic lattice the isolated state is exp(−κr)/r, which behaves as 1/r − κ near its centre. The lattice state is a sum of terms exp(ik·R) exp(−q|r − R|)/|r − R|. Near the origin its constant part is −q plus the contribution of the other sites, and this must equal −κ:

q = κ + Σ exp(ik·R) exp(−qR)/R,  R ≠ 0.

The six nearest neighbours add 6t/L at k = 0 and −6t/L at the zone corner. With E = −E0(q/κ)² the edges shift by ∓12E0t/a, so

W ≈ 24E0 exp(−κL)/(κL).

At equal κ and L this is 3/a times the one-dimensional width.

**Numbers for a trap in a dielectric**

Take E0 = 1 eV and m = 0.5 electron masses. Then κ = √(2mE0)/ħ = 3.623 nm⁻¹ and g = 2E0/κ = 0.552 eV nm. The band lies wholly below zero energy for L > 2/κ = 0.552 nm. For L = 1.5 nm,

a = 5.434,  t = 4.366 × 10⁻³,
8E0t = 8 × 1 eV × 4.366 × 10⁻³ = 34.93 meV.

The matching condition gives 35.01 meV. The relative excess over the leading law is 0.241 %, and C₁t² = 125.8 × 1.906 × 10⁻⁵ accounts for 0.240 %. At L = 1.0 nm the excess is 3.58 %; one correction term gives 3.25 % and two give 3.54 %. At 2.0 nm the width is 5.71 meV. A width of 1 meV requires L = ln(8000)/κ = 2.48 nm. The full set of values is in the numerical output.

In the 1.5 nm cell the level is 16.83 meV too deep at k = 0 and 18.18 meV too high at kL = π. The two errors differ in size because the second-order term raises both edges by 8(a − 1)E0t² = 0.68 meV. At kL = π/2 the error is 0.076 meV, and the average over k is 0.38 meV too high. Sampling k thus removes most of the error without enlarging the cell, as long as t is small.

These inputs are rough values meant for an electron trap in an organosilicate interlayer dielectric, with relative permittivity near 2.8. They do not describe an identified defect. The decay length 1/κ = 0.28 nm is comparable with the distances between atoms, so describing the electron by a single effective mass is itself a rough approximation here. A real film has no periodic row of identical traps, so the band belongs to the calculation and not to the material. The following changes are each made alone, with L = 1.5 nm:

- A mass of 0.4 electron masses, at the same depth, raises the width from 35 to 62 meV. The exponent makes the result sensitive to a poorly known mass.
- A two-band dispersion, ħ²k²/2m = E(1 + E/Eg) with a rough gap Eg = 8 eV, gives κ√(1 − E0/Eg) = 3.39 nm⁻¹. The exponential alone grows by a factor 1.42; the change of prefactor is not included.
- A square well 0.3 nm wide, at the same binding energy, gives 41 meV.
- Zero-range wells in a cubic cell give 19 meV.

A filled trap may also carry charge, which the delta model omits. For a point charge in a cubic cell with a uniform neutralizing background, the energy of interaction with images and background is −αe²/(8πε₀εL), where lattice summation gives α = 2.837. With ε = 2.8 this is −0.49 eV, far more than the band width. This is the shift of the total energy. The potential energy of an electron at the trap, measured from the cell average, shifts by twice as much, −0.97 eV, comparable with E0. In a mean-field calculation where the electron feels the charge of its own images, the level itself moves accordingly. These shifts are the same at every k, so sampling k does not remove them.

Temperature and field set the scale for judging these errors. At 378 K the thermal energy is 32.6 meV. If thermal emission varies as exp(−depth/thermal energy) with a fixed prefactor, and the depth is counted from the zero of energy, a level 16.8 meV too deep lowers the computed rate by a factor exp(16.8/32.6) ≈ 1.7. The gap to the next band of the same cell should not be used as the depth. That band starts at ħ²π²/(2mL²) = 0.33 eV, with a wave sin(πx/L) that vanishes at every well. A field F of 1 MV/cm changes the potential by 150 meV over one cell, more than the band width, so a field-free band would not describe even a real row of such traps under that bias. The trap can also empty through the tilted barrier. The semiclassical exponent is twice the integral of κ√(1 − x/x₀) from 0 to x₀ = E0/(eF), which is 4κx₀/3. It equals 48 at 1 MV/cm and 9.7 at 5 MV/cm, a field of the rough size at which such films break down. Direct tunnelling is thus strongly suppressed at the lower field. There the thermal exponent at 378 K, 1 eV/32.6 meV ≈ 31, is the smaller one, so for comparable prefactors thermal emission empties the trap faster. At the higher field tunnelling is much less suppressed, and treating the level as stationary needs a separate estimate of the escape rate.

Table of computed values

```
trap depth E0 = 1.00 eV
effective mass = 0.50 m_e
decay constant kappa = 3.6226 1/nm
well strength g = 0.5521 eV nm
smallest L for a wholly bound band = 0.552 nm
L = 1.0 nm: kappa L = 3.6226, exp(-kappa L) = 2.6712e-02
  width from matching condition = 221.34133 meV
  width from leading law = 213.69944 meV
  excess over leading law = 3.57600 %
  excess from one correction term = 3.24769 %
  excess from two correction terms = 3.53645 %
L = 1.5 nm: kappa L = 5.4339, exp(-kappa L) = 4.3659e-03
  width from matching condition = 35.01119 meV
  width from leading law = 34.92690 meV
  excess over leading law = 0.24133 %
  excess from one correction term = 0.23984 %
  excess from two correction terms = 0.24132 %
L = 2.0 nm: kappa L = 7.2453, exp(-kappa L) = 7.1355e-04
  width from matching condition = 5.70915 meV
  width from leading law = 5.70843 meV
  excess over leading law = 0.01250 %
  excess from one correction term = 0.01250 %
  excess from two correction terms = 0.01250 %
L = 3.0 nm: kappa L = 10.8679, exp(-kappa L) = 1.9061e-05
  width from matching condition = 0.15249 meV
  width from leading law = 0.15249 meV
  excess over leading law = 0.00002 %
  excess from one correction term = 0.00002 %
  excess from two correction terms = 0.00002 %
L for a width of 1 meV = 2.481 nm
Cell used below: L = 1.5 nm
level error at k = 0: -16.8263 meV
level error at kL = pi/2: 0.0763 meV
level error at kL = pi: 18.1849 meV
level error averaged over k: 0.3775 meV
first-order error size 4 E0 t = 17.4635 meV
second-order error 4 E0 t^2 = 0.0762 meV
average error (4a-2) E0 t^2 = 0.3762 meV
width with mass 0.4 m_e = 62.35 meV
two-band kappa, gap 8.0 eV = 3.3887 1/nm
  resulting exponential factor = 1.420
width, square well 0.3 nm = 40.91 meV
  asymptotic square-well factor = 1.1678
width, 3D cubic cell = 19.45 meV
  3D leading law 24 E0 t/a = 19.28 meV
cubic Madelung constant = 2.8373
charged-trap image energy, eps_r 2.8 = -0.486 eV
potential drop per cell at 1 MV/cm = 150.0 meV
field-escape exponent at 1 MV/cm = 48.30
field-escape exponent at 5 MV/cm = 9.66
thermal energy at 378 K = 32.57 meV
```
